\section*{Pi-donor ligands competing for one empty metal orbital}

\section{The argument under review}

The manuscript considers a d$^0$ metal complex that carries an amide ligand, NR$_2$, and replaces a neighbouring ligand by an imide, NR, a stronger pi donor. It argues that the metal has empty d orbitals, and that a stronger donor puts more electron density into them and lowers the energy. It concludes that metal-ligand pi bonding is strengthened throughout the complex, the amide bond included.

The premises hold for the amide and imide compared below, although the one about electron density is not general: in the three-donor example below, a stronger donor lowers the d population. The conclusion needs a separate calculation, because a total energy does not say how the bonding is divided among the ligands. The question is what happens to the pi bond order of the amide when both ligands use the same empty orbital.

\section{One empty orbital and several donors}

Let the metal orbital $d$ have energy zero. Donor orbital $i$, filled with two electrons, lies at $-\Delta_i$ with $\Delta_i>0$ and has matrix element $-\beta_i$ with $d$, where $\beta_i>0$. The orbitals are taken as orthonormal, the electrons as independent, and the sigma framework as fixed. For an orbital of energy $x$ with coefficients $v_d,v_i$, the eigenvalue equations are
\begin{align}
-\sum_i\beta_i v_i&=x v_d, &
-\beta_i v_d-\Delta_i v_i&=x v_i .
\end{align}
The second gives $v_i=-a_iv_d$, with
\begin{equation}
D_i=\Delta_i+x,\qquad a_i=\beta_i/D_i ,
\end{equation}
and the first then becomes
\begin{equation}
x=\sum_i\frac{\beta_i^2}{\Delta_i+x}. \label{sec}
\end{equation}
For $x\ge0$ the left side rises from zero while the right side starts positive and falls, so there is one positive root. The other $N$ levels are negative and hold the $N$ donor pairs. The level $x$ is the empty one.

All levels sum to the trace, $-\sum_i\Delta_i$. The occupied levels therefore sum to $-\sum_i\Delta_i-x$, and the energy relative to uncoupled donors is
\begin{equation}
E=2\Big(-\sum_i\Delta_i-x\Big)+2\sum_i\Delta_i=-2x .
\end{equation}

The pi bond order is $p_i=2\sum_{\rm occ}c_dc_i$. Summed over all levels, $c_dc_i$ vanishes by orthogonality, so the occupied part is minus the empty part: $p_i=-2v_dv_i=2a_iv_d^2$. Normalization gives $v_d^2(1+S)=1$ with $S=\sum_ia_i^2$. Hence
\begin{equation}
p_i=\frac{2a_i}{1+S},\qquad q_i=2v_i^2=\frac{2a_i^2}{1+S}, \label{p}
\end{equation}
where $q_i$ is the charge given up by donor $i$.

The capacity of the orbital is limited. Equation (\ref{sec}) can be written $\sum_ia_i^2D_i=x$. Since each $D_i>x$, it follows that $S<1$. The total donated charge, $2S/(1+S)$, is then below one electron, and
\begin{equation}
\sum_ip_i^2=\frac{4S}{(1+S)^2}<1 .
\end{equation}
If one bond order approaches one, the others must approach zero.

\section{Response of one bond to another donor}

Increase $\beta_j$ and follow bond $i\neq j$. A prime denotes $\partial/\partial\beta_j$. Differentiating (\ref{sec}) gives
\begin{equation}
x'=\frac{2\beta_j}{D_j}-Sx'
\quad\Rightarrow\quad x'=\frac{2a_j}{1+S}=p_j>0 .
\end{equation}
The total stabilization $2x$ does grow, as the manuscript says. With $T=\sum_ka_k^2/D_k$,
\begin{equation}
S'=\frac{2a_j}{D_j}-2Tx'=\frac{(1+S)x'}{D_j}-2Tx',\qquad
\frac{a_i'}{a_i}=-\frac{x'}{D_i}.
\end{equation}
Taking the logarithmic derivative of (\ref{p}),
\begin{equation}
\frac{\partial\ln p_i}{\partial\beta_j}
=\frac{a_i'}{a_i}-\frac{S'}{1+S}
=-x'\left[\frac1{D_i}+\frac1{D_j}-\frac{2T}{1+S}\right]. \label{resp}
\end{equation}

For two donors, multiply the bracket by $1+S=1+a_i^2+a_j^2$ and insert $T=a_i^2/D_i+a_j^2/D_j$:
\begin{equation}
\frac{1+a_j^2-a_i^2}{D_i}+\frac{1+a_i^2-a_j^2}{D_j}>0 ,
\end{equation}
because $S<1$ makes both numerators positive. Strengthening donor $j$ therefore lowers $p_i$, for any positive gaps and couplings.

A donor can also become stronger because its level $\varepsilon_j=-\Delta_j$ rises. Now $D_j$ changes by $-1+\partial x/\partial\varepsilon_j$, and the same steps give
\begin{align}
\frac{\partial x}{\partial\varepsilon_j}&=\frac{a_j^2}{1+S}, &
\frac{\partial S}{\partial\varepsilon_j}&=\frac{2a_j^2}{D_j}-2T\frac{\partial x}{\partial\varepsilon_j},
\end{align}
\begin{equation}
\frac{\partial\ln p_i}{\partial\varepsilon_j}
=-\frac{a_j^2}{1+S}\left[\frac1{D_i}+\frac2{D_j}-\frac{2T}{1+S}\right].
\end{equation}
This bracket exceeds the previous one by $1/D_j$, so for two donors $p_i$ falls again.

The strengthened bond behaves differently. The top level is the maximum of $u^{\rm T}Hu$ over unit vectors $u$. Each such expression is linear in $\beta_j$, and a maximum of linear functions is convex. Its slope, $x'=p_j$, cannot fall as $\beta_j$ grows.

\subsection{Equal donors and a third donor}

For $n$ equal donors, (\ref{sec}) reads $xD=n\beta^2$, with $2x+\Delta=\sqrt{\Delta^2+4n\beta^2}$. Then
\begin{equation}
p=\frac{2\beta D}{D^2+n\beta^2}=\frac{2\beta}{D+x}
=\frac{2\beta}{\sqrt{\Delta^2+4n\beta^2}} . \label{equal}
\end{equation}
For $4n\beta^2\ll\Delta^2$ each order is close to $2\beta/\Delta$ and competition is a small correction. In the opposite limit $p\approx1/\sqrt n$.

With three donors the fall is not guaranteed, since a third donor can make $T$ in (\ref{resp}) large. Take gaps of 10, 10 and 0.1~eV and couplings of 0.5, 0.5 and 1.0~eV. Raising the second coupling to 1.0~eV changes the first bond order from 0.0488 to 0.0499, a gain of about 2\%. The second donor pushes the empty level away from the nearly resonant third donor, whose order drops from 0.995 to 0.989. The metal weight $v_d^2$ of the empty level rises from 0.535 to 0.550, and in $p_i=2a_iv_d^2$ this outweighs the fall of $a_i$.

\section{The energy cost of sharing}

Let donor groups $A$ and $B$, each alone on a metal orbital, have empty levels $x_A$ and $x_B$. Call the sums in (\ref{sec}) $F_A(x)$ and $F_B(x)$, and put $X=x_A+x_B$. Both sums decrease with $x$, so
\begin{equation}
F_A(X)+F_B(X)<F_A(x_A)+F_B(x_B)=X .
\end{equation}
At $X$ the right side of (\ref{sec}) for the shared orbital is already below the left side. The shared root therefore obeys $x_{AB}<X$, and sharing one orbital instead of using two equivalent ones costs
\begin{equation}
C=2(x_A+x_B-x_{AB})>0 .
\end{equation}
This holds for any number of donors, including cases where an individual bond order rises.

\section{The amide beside an imide}

Place the amide on the $x$ axis and the other ligand on the $z$ axis. A linear imide on $z$ has two donor orbitals: $p_x$ meets $d_{xz}$ and $p_y$ meets $d_{yz}$. The amide has one lone pair. If it points along $z$ it meets $d_{xz}$, which the imide also uses. If it points along $y$ it meets $d_{xy}$, which the imide leaves free. The remaining ligands are taken as pure sigma donors; a further amide on the $y$ axis, with its lone pair along $x$, would also use $d_{xy}$ and lower the order found below for the turned amide.

I take round, rough values: $\Delta=4$~eV and $\beta=1.5$~eV for an amide, $\Delta=3$~eV and $\beta=2.5$~eV for the imide. The first amide's lone pair is initially held along $z$.

With a pure sigma ligand on $z$, (\ref{sec}) is $x^2+4x-2.25=0$, so $x=0.5$~eV. Then $a=1.5/4.5=1/3$ and
\begin{equation}
p=\frac{2/3}{1+1/9}=0.600 .
\end{equation}
With a second amide sharing $d_{xz}$, (\ref{equal}) gives $p=3/\sqrt{16+18}=0.514$ for each. With the imide,
\begin{equation}
x=\frac{2.25}{4+x}+\frac{6.25}{3+x}\quad\Rightarrow\quad x=1.718\ \text{eV},
\end{equation}
so $a=1.5/5.718=0.262$ for the amide and $2.5/4.718=0.530$ for the imide, and $S=0.350$. The bond orders are $0.525/1.350=0.389$ and $1.060/1.350=0.785$.

Along this series the stabilization from $d_{xz}$ grows from 1.00 to 1.83 to 3.44~eV, while the amide order falls from 0.600 to 0.514 to 0.389. Replacing the second amide by the imide thus lowers the first amide's pi order by 24\% of its previous value. The manuscript's energy statement and the failure of its bond statement occur together.

\subsection{Turning the amide}

The imide alone on $d_{xz}$ has $x=1.415$~eV. Sharing therefore costs
\begin{equation}
C=2(0.500+1.415-1.718)\ \text{eV}\approx0.39\ \text{eV}\quad(38\ \text{kJ/mol}).
\end{equation}
Turning the lone pair by an angle $\theta$ from $z$ towards $y$ gives couplings $-\beta\cos\theta$ to $d_{xz}$ and $-\beta\sin\theta$ to $d_{xy}$. Without the imide these two orbitals are degenerate and the energy does not depend on $\theta$. With it, the energy falls by $C$ between $0^\circ$ and $90^\circ$, and the amide order returns to 0.600. At 400~K, where $k_{\rm B}T=0.034$~eV, the classical Boltzmann average over rigid rotation, with this pi energy as the only barrier, is 0.59. An amide able to turn loses little in this bare model, though more with the corrections tabulated below; one whose lone pair is held in the shared plane, for instance by a chelate ring, bears the full loss.

\subsection{Bond length}

Let $r$ be the amide bond extension, with $\beta(r)=\beta_0e^{-\kappa r}$, $\kappa=15$~nm$^{-1}$, and a sigma spring $k=2000$~eV/nm$^2$, both rough choices. Let $p_0=0.600$ be the order with a pure sigma ligand on $z$; the extension is measured from that complex, not from the one with two amides. The energy
\begin{equation}
U(r)=\tfrac12kr^2-2\kappa\beta_0p_0r-2x(\beta(r))
\end{equation}
has slope $kr-2\kappa\beta_0p_0+2\kappa\beta p$, since $\partial x/\partial\beta=p$. The linear term makes $r=0$ the equilibrium without the imide. With the imide sharing $d_{xz}$, holding $\beta p$ at its $r=0$ value gives
\begin{equation}
r\approx\frac{2\kappa\beta_0(p_0-p)}{k}
=\frac{2(15)(1.5)(0.2113)}{2000}\ \text{nm}=0.0048\ \text{nm}.
\end{equation}
Full minimization gives 0.0061~nm, because $\beta$ and $p$ both fall as the bond stretches and the pi pull weakens further. The amide order then drops from 0.389 to 0.359.

\section{What the model leaves out}

The table lists the amide order with the imide present, for the shared and turned orientations, and the energy gained by turning.

\begin{center}
\begin{tabular}{lccc}
Effect included & Shared & Turned & Gain (eV)\\
None & 0.389 & 0.600 & 0.395\\
Metal-ligand overlap & 0.398 & 0.602 & 0.365\\
$d_{xy}$ raised by 0.5 eV & 0.389 & 0.555 & 0.303\\
Direct ligand coupling & 0.368 & 0.600 & 0.475\\
Charge feedback & 0.375 & 0.534 & 0.295\\
All four & 0.364 & 0.499 & 0.285
\end{tabular}
\end{center}

The overlaps $s$ are 0.10 for the amide and 0.15 for the imide, and each coupling becomes $-\beta$ plus $s$ times the mean of the two levels, which keeps the result independent of the energy zero; with overlap, the bond orders are taken in symmetrically orthogonalized orbitals. The direct amide-imide couplings are $-0.2$~eV for the lone pairs in the $xz$ plane and $-0.1$~eV for those along $y$. Charge feedback raises all d levels by 1~eV per electron of d population beyond that of the complex without imide pi donation; this is a rough choice, and a larger value lowers the turned order and the gain further. It qualifies the word ``competition'': even in its own orbital the turned amide falls from 0.600 to 0.534, because charge donated by the imide raises the level the amide must reach.

For the cost of sharing and the amide order in the shared plane, the parameters matter more than these corrections. Changing all four by 20\%, up or down in every combination, gives costs from 0.16 to 0.81~eV and losses of amide order from 0.11 to 0.32. Thermal electronic excitation is negligible: the frontier gap of 3.6~eV gives a Boltzmann factor $e^{-{\rm gap}/k_{\rm B}T}\sim10^{-46}$ at 400~K, the square of the factor listed in the numerical output.

Some volatile amide-imide complexes serve as vapour precursors for nitride films, and 400~K is a rough temperature for evaporating them, not for growing the film. The energies above are not fitted to a compound. In a four-coordinate complex the angles can be nearer tetrahedral than $90^\circ$, which mixes the d orbitals that the model keeps apart. At an amide-metal-imide angle $\alpha$, the d function met by the in-plane lone pair overlaps $d_{xz}$ by $|\cos2\alpha|$, and the one met by the lone pair along $y$ overlaps $d_{yz}$ by $|\cos\alpha|$. At the tetrahedral angle these are $7/9$ and $1/3$, so both orientations share in part and, for degenerate d levels, the turning gain is smaller than at $90^\circ$; at $120^\circ$ the two overlaps are equal and the gain vanishes. The four corrections together lower the turning gain by about 0.11~eV. Steric forces, electron correlation and changes in the sigma bonds are also absent. An imide formally carries one more negative charge than an amide, so a real exchange at fixed oxidation state alters the total charge or another ligand, whereas the comparison here holds the rest of the complex fixed. A lower pi order alone does not establish that the amide leaves first on heating or at a surface, since that depends on the reaction path.

\section{Requested correction}

The manuscript should replace its claim that pi bonding is strengthened throughout the complex by a statement about orbitals: in the model with orthonormal orbitals and no direct ligand coupling, a stronger donor increases the total pi stabilization, and it weakens the pi bond of a second donor when these two alone share one empty metal orbital. For three or more donors the sign of the response, (\ref{resp}) or its counterpart for a raised donor level, has to be evaluated. The amide's orientation and its angle to the imide must also be given: at $90^\circ$ the orientation decides whether the orbital is shared, while near the tetrahedral angle both orientations share in part. The values used here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
amide: gap 4.0 eV, coupling 1.5 eV
imide: gap 3.0 eV, coupling 2.5 eV
d_xz shared by amide on x and ligand on z:
 z=sigma-only: amide order 0.6000, z-ligand order none
  empty level x 0.5000 eV, stabilization 1.0000 eV
  amide donates 0.2000 e, all donate 0.2000 e
  sum of squared orders 0.3600
 z=amide: amide order 0.5145, z-ligand order 0.5145
  empty level x 0.9155 eV, stabilization 1.8310 eV
  amide donates 0.1570 e, all donate 0.3140 e
  sum of squared orders 0.5294
 z=imide: amide order 0.3887, z-ligand order 0.7852
  empty level x 1.7182 eV, stabilization 3.4363 eV
  amide donates 0.1020 e, all donate 0.5181 e
  sum of squared orders 0.7677
imide alone: order 0.8575, x 1.4155 eV
competition energy 0.3946 eV = 38.1 kJ/mol
amide turned, imide present (angle deg, energy eV, order):
  0  0.3946  0.3887
 30  0.2885  0.4494
 60  0.0918  0.5541
 90  0.0000  0.6000
kT at 400 K: 0.0345 eV
thermal mean amide order: 0.5911
frontier gap, angle 0: 3.636 eV
log10 of exp(-gap/2kT): -22.9
coupling decay 15 1/nm, spring 2000 eV/nm^2
amide bond lengthening, linear: 0.00475 nm
amide bond lengthening, full: 0.00614 nm
amide order after lengthening: 0.3589
effect: order alone, shared, turned; turning gain (eV)
 base model: 0.600, 0.389, 0.600; 0.395
 overlap 0.10/0.15: 0.602, 0.398, 0.602; 0.365
 d_xy raised 0.5 eV: 0.600, 0.389, 0.555; 0.303
 direct -0.2/-0.1 eV: 0.600, 0.368, 0.600; 0.475
 feedback 1 eV/electron: 0.600, 0.375, 0.534; 0.295
 all four together: 0.602, 0.364, 0.499; 0.285
20% parameter changes: order loss 0.114 to 0.318
 competition energy 0.156 to 0.807 eV
exception: gaps 10, 10, 0.1 eV; couplings 0.5, 0.5->1.0, 1.0 eV
 weak bond order 0.04875 -> 0.04994
 resonant bond order 0.99515 -> 0.98871
 metal weight of empty level 0.5351 -> 0.5499
\end{verbatim}
